# Pseudized augmentation functions that keep the exterior Coulomb potential, part 1

(Sections cited here and not found follow in the second part.)

The Coulomb kernel $1/|\mathbf r-\mathbf r'|$ is unchanged by rotations, contains no length scale and obeys Laplace's equation for $\mathbf r\ne\mathbf r'$. These three facts almost fix the exterior potential of a localized charge. The third is essential: $1/|\mathbf r-\mathbf r'|^2$ has the first two properties, but its exterior potential depends on more than one moment per channel. Take a density $q(r)\,Y_{LM}(\hat{\mathbf r})$ that vanishes for $r>a$. Because the map from density to potential is linear and commutes with rotations, the potential transforms like the density and has the form $V_L(r)\,Y_{LM}(\hat{\mathbf r})$. For $r>a$ it obeys Laplace's equation, whose radial solutions are $r^{L}$ and $r^{-L-1}$, and only the second vanishes at infinity, so $V_L=C/r^{L+1}$. The constant is linear in the source, $C=\int_0^a w(r')\,q(r')\,dr'$. A potential has the dimension of charge over length, so $C$ has the dimension charge $\times$ length$^{L}$; $q$ has charge over length$^3$; therefore $w$ has the dimension length$^{L+2}$. The only length available to $w$ is $r'$ itself, since the contribution of the shell at $r'$ cannot depend on where the other shells end. Hence $w\propto r'^{L+2}$: the exterior sees each angular channel through one number, $\int r^{L+2}q\,dr$. The argument leaves open the proof of each of these claims, the prefactor, the class of allowed functions and the limits of the statement.

**Setting and conventions.** Hartree atomic units are used. For an electron number density $\rho$,
$$V[\rho](\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' ,$$
which is the Hartree potential energy of an electron, with $V\to0$ at infinity. The $Y_{LM}$ are real: for each $L$ the functions $r^LY_{LM}$ are a basis of the homogeneous harmonic polynomials of degree $L$, orthonormal on the unit sphere. In the ultrasoft method the all-electron partial waves $\psi_i=R_i(r)Y_{l_im_i}$ and the pseudo partial waves $\phi_i=\tilde R_i(r)Y_{l_im_i}$ agree for $r\ge r_c$, and the augmentation function $Q_{ij}=\psi_i\psi_j-\phi_i\phi_j$ restores the missing density. It is sharply peaked, so inside a radius $r_{\rm in}\le r_c$ it is replaced by something softer.

## (a) Angular integrals of the Coulomb kernel

*Show that for $r'\ne r$, with $r_<=\min(r,r')$ and $r_>=\max(r,r')$,*
$$\int\frac{Y_{LM}(\hat{\mathbf r}')}{|\mathbf r-\mathbf r'|}\,d\Omega'=\frac{4\pi}{2L+1}\,\frac{r_<^{L}}{r_>^{L+1}}\,Y_{LM}(\hat{\mathbf r}).\tag{1}$$

**Solution.** Let $\gamma$ be the angle between $\mathbf r$ and $\mathbf r'$, $x=\cos\gamma$ and $t=r_</r_><1$. Then $|\mathbf r-\mathbf r'|=r_>\sqrt{1-2xt+t^2}$. Define $P_l(x)$ as the coefficient of $t^l$ in $(1-2xt+t^2)^{-1/2}$.

*Bound and convergence.* Factor $1-2t\cos\gamma+t^2=(1-te^{i\gamma})(1-te^{-i\gamma})$. The binomial series $(1-z)^{-1/2}=\sum_k a_kz^k$ has $a_k>0$ and converges absolutely for $|z|<1$. Multiplying the two series gives $P_l(\cos\gamma)=\sum_{k=0}^{l}a_ka_{l-k}\,e^{i(2k-l)\gamma}$, so $|P_l(\cos\gamma)|\le\sum_ka_ka_{l-k}=P_l(1)$. At $\gamma=0$ the generating function is $1/(1-t)$, so $P_l(1)=1$. Thus
$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{l=0}^\infty\frac{r_<^{\,l}}{r_>^{\,l+1}}P_l(\cos\gamma),\qquad |P_l|\le1,\tag{2}$$
and the series is dominated by a geometric series in $t$, uniformly in the angles.

*The terms are harmonic polynomials.* Expanding instead in powers of $2xt-t^2$, the $k$-th power contains $x^{k-j}t^{k+j}$, so $P_l$ contains only $x^{l-2j}$. With a fixed unit vector $\mathbf n=\hat{\mathbf r}$, the function $h_l(\mathbf r')=r'^{\,l}P_l(\mathbf n\cdot\hat{\mathbf r}')$ is then a sum of terms $(\mathbf n\cdot\mathbf r')^{l-2j}(r'^2)^j$, a homogeneous polynomial of degree $l$. Let $f(\mathbf s)=1/|\mathbf r-\mathbf s|$. It is harmonic for $\mathbf s\neq\mathbf r$, because for a function of the distance $d$ alone $\nabla^2f=d^{-1}\,\partial_d^2(d\,f)$, and $d\,f=1$. By (2), $h_l(\mathbf r')/r^{l+1}=\frac1{l!}\partial_\lambda^l f(\lambda\mathbf r')|_{\lambda=0}$. Since $f$ is smooth near $\mathbf s=0$, $\nabla'^2$ commutes with $\partial_\lambda$, and $\nabla'^2f(\lambda\mathbf r')=\lambda^2(\nabla^2f)(\lambda\mathbf r')=0$. Hence $\nabla'^2h_l=0$.

*Orthogonality and norm.* For harmonic homogeneous $h_l$ and $h_{l'}$, Green's second identity on the unit ball gives $0=\oint(h_l\partial_rh_{l'}-h_{l'}\partial_rh_l)\,d\Omega=(l'-l)\oint h_lh_{l'}\,d\Omega$, because $\partial_rh_l=l\,h_l$ at $r=1$. Different degrees are orthogonal, in particular $\int_{-1}^1P_lP_{l'}dx=0$ for $l\ne l'$. Squaring the generating function and integrating,
$$\sum_lt^{2l}\int_{-1}^1P_l^2\,dx=\int_{-1}^1\frac{dx}{1-2xt+t^2}=\frac1t\ln\frac{1+t}{1-t}=\sum_l\frac{2\,t^{2l}}{2l+1},$$
so $\int P_l^2dx=2/(2l+1)$, and the normalized axial harmonic is $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l(\cos\theta)$.

*The axial harmonic is unique.* Take the axis as $z$ and write a polynomial in $z$, $w=x_1+ix_2$ and $\bar w$. A rotation by $\alpha$ multiplies $w^a\bar w^b$ by $e^{i(a-b)\alpha}$, so an invariant homogeneous polynomial is $\sum_jc_j\,z^{l-2j}\varrho^{2j}$ with $\varrho^2=w\bar w$. Since $\nabla^2(z^a\varrho^{2j})=a(a-1)z^{a-2}\varrho^{2j}+4j^2z^a\varrho^{2j-2}$, harmonicity requires $4(j+1)^2c_{j+1}=-(l-2j)(l-2j-1)c_j$. All coefficients follow from $c_0$, the value at the pole.

*Averaging lemma.* For any integrable $g(x)$,
$$\int g(\mathbf n\cdot\mathbf n')\,Y_{LM}(\mathbf n')\,d\Omega'=Y_{LM}(\mathbf n)\;2\pi\int_{-1}^1g(x)P_L(x)\,dx .\tag{3}$$
The factor $g(\mathbf n\cdot\mathbf n')$ and the measure do not change when $\mathbf n'$ is rotated about $\mathbf n$, so $Y_{LM}$ may be replaced by its average over those rotations. The average is again a harmonic of degree $L$, it is axial, and at $\mathbf n'=\mathbf n$ it equals $Y_{LM}(\mathbf n)$. By uniqueness and $P_L(1)=1$ it is $Y_{LM}(\mathbf n)P_L(\mathbf n\cdot\mathbf n')$. With $d\Omega'=dx\,d\alpha$ the angle $\alpha$ gives $2\pi$. Equation (3) is the precise form of the symmetry argument: any rotationally invariant kernel maps $Y_{LM}$ to a multiple of itself.

Now take $g$ from (2). Uniform convergence allows term-by-term integration, orthogonality keeps only $l=L$, and $2\pi\cdot2/(2L+1)=4\pi/(2L+1)$. This is (1).

## (b) The channels of an augmentation function

*Show that $Q_{ij}$ is a finite sum of channels, and find them for one electron in a $d_{z^2}$ orbital.*

**Solution.** Since $\psi_i$ and $\phi_i$ share their angular part, $Q_{ij}=(R_iR_j-\tilde R_i\tilde R_j)\,Y_{l_im_i}Y_{l_jm_j}$. The product $r^{l_i+l_j}Y_{l_im_i}Y_{l_jm_j}$ is a homogeneous polynomial $p_n$ of degree $n=l_i+l_j$. Every such polynomial is a sum $\sum_kr^{2k}h_{n-2k}$ with harmonic $h$. To see this, use $\nabla^2r^{2k}=2k(2k+1)r^{2k-2}$ and $2\nabla r^{2k}\cdot\nabla h_m=4km\,r^{2k-2}h_m$, which give
$$\nabla^2(r^{2k}h_m)=2k(2k+2m+1)\,r^{2k-2}h_m .$$
The claim holds for $n=0,1$. If it holds for $n-2$, then $\nabla^2p_n=\sum_kr^{2k-2}h_{n-2k}$ with $k\ge1$, and subtracting $\sum_kr^{2k}h_{n-2k}/[2k(2n-2k+1)]$ from $p_n$ leaves a polynomial with zero Laplacian. On the unit sphere, therefore, only $L=n,n-2,\dots$ occur:
$$Q_{ij}(\mathbf r)=\sum_{LM}G^{ij}_{LM}\,Q^L_{ij}(r)\,Y_{LM}(\hat{\mathbf r}),\qquad G^{ij}_{LM}=\int Y_{l_im_i}Y_{l_jm_j}Y_{LM}\,d\Omega .\tag{4}$$
The same argument applied to the product $Y_{l_jm_j}Y_{LM}$ shows that $G$ vanishes unless $l_i\le l_j+L$, and likewise with $i$ and $j$ exchanged, so $|l_i-l_j|\le L\le l_i+l_j$.

Before pseudization $Q^L_{ij}=R_iR_j-\tilde R_i\tilde R_j$ is the same function for every allowed $L$. The label $L$ matters because each channel is weighted differently. Define, dropping $ij$,
$$m_L=\int_0^{r_{\rm in}}r^{L+2}Q^L\,dr,\qquad M_L=\int_0^{r_c}r^{L+2}Q^L\,dr .$$
Here $Q^L$ carries no factor $r^2$. When it is built from $u=rR$, that factor is absorbed and the weight is $r^L$.

For $d_{z^2}$, $Y_{20}^2=\frac5{4\pi}P_2^2$ with $P_2^2=(9x^4-6x^2+1)/4$. Write it as $\alpha P_4+\beta P_2+\eta$ with $P_2=(3x^2-1)/2$ and $P_4=(35x^4-30x^2+3)/8$. The $x^4$ terms give $\alpha=\frac94\cdot\frac8{35}=\frac{18}{35}$. The $x^2$ terms give $-\frac32=-\frac{27}{14}+\frac32\beta$, so $\beta=\frac27$. The constants give $\frac14=\frac{27}{140}-\frac17+\eta$, so $\eta=\frac15$. With $P_L=\sqrt{4\pi/(2L+1)}\,Y_{L0}$,
$$G_0=\frac1{\sqrt{4\pi}}=0.282095,\qquad G_2=\frac17\sqrt{\frac5\pi}=0.180224,\qquad G_4=\frac3{7\sqrt\pi}=0.241796 .$$

## (c) The theorem

*Let $\tilde Q^L=Q^L$ for $r\ge r_{\rm in}$, and inside let $\tilde Q^L$ be any function with $\int_0^{r_{\rm in}}r^2|\tilde Q^L|\,dr<\infty$, the angular factor $Y_{LM}$ being kept. Show that $V[\tilde Q^LY_{LM}]=V[Q^LY_{LM}]$ for all $r>r_{\rm in}$ if and only if $\tilde m_L=m_L$, and that different channels cannot compensate one another.*

**Solution.** Let $\Delta=\tilde Q^L-Q^L$, which vanishes for $r\geq r_{\rm in}$. By linearity the change of the potential is
$$\Delta V(\mathbf r)=\int_0^{r_{\rm in}}r'^2\Delta(r')\,dr'\int\frac{Y_{LM}(\hat{\mathbf r}')}{|\mathbf r-\mathbf r'|}\,d\Omega' .$$
For $r>r_{\rm in}$ the kernel is bounded by $1/(r-r_{\rm in})$ on the support, $Y_{LM}$ is bounded, and $r'^2|\Delta|$ is integrable. The three-dimensional integral therefore converges absolutely and the angular part may be done first. Every source point has $r'<r$, so $r_<=r'$ and $r_>=r$ in (1), and $r^{-L-1}$ comes out of the radial integral:
$$\Delta V(\mathbf r)=\frac{4\pi}{2L+1}\,\frac{Y_{LM}(\hat{\mathbf r})}{r^{L+1}}\int_0^{r_{\rm in}}r'^{L+2}\Delta\,dr'=\frac{4\pi}{2L+1}\,\frac{\tilde m_L-m_L}{r^{L+1}}\,Y_{LM}(\hat{\mathbf r}).\tag{5}$$
If $\tilde m_L=m_L$ the right side is zero everywhere outside. If not, it is nonzero wherever $Y_{LM}\ne0$. Both directions are proved. The decisive property is that the Coulomb kernel, projected on $L$, factorizes into a function of $r$ times a function of $r'$ as long as the ordering $r'<r$ is fixed.

Nothing was assumed about smoothness, sign or matching at $r_{\rm in}$. A constant, or a function diverging as $1/r$, is as good as a polynomial. If $\Delta$ is bounded the equality extends to $r=r_{\rm in}$ by continuity: a ball of radius $\epsilon$ about the field point contributes at most $2\pi\epsilon^2\sup|\Delta Y_{LM}|$, and the rest depends continuously on $\mathbf r$.

When all channels are replaced at once, $\Delta V=\sum_{LM}\frac{4\pi}{2L+1}\,\Delta\mu_{LM}\,Y_{LM}/r^{L+1}$, where $\Delta\mu_{LM}$ is the change of the total moment in the channel $LM$. Multiplying by $Y_{L'M'}$ and integrating over a sphere of radius $r>r_{\rm in}$ isolates one term, so $\Delta V=0$ outside forces every $\Delta\mu_{LM}=0$ separately. One qualification applies. The physical density is $\sum_{ij}\rho_{ij}Q_{ij}$ with occupations $\rho_{ij}$, and $\Delta\mu_{LM}=\sum_{ij}\rho_{ij}G^{ij}_{LM}\Delta m^{ij}_L$. Errors of different pairs $ij$ within one channel could cancel for special occupations. A pseudopotential must serve for all occupations, so each $m_L^{ij}$ with a nonzero $G$ has to be kept.

Two limits are familiar. For $L=0$, (5) is the shell theorem: a spherical rearrangement of charge is invisible from outside. For $r_{\rm in}=r_c$ the whole of $Q^L$ may be exchanged for any integrable function (in the sense of the theorem) that vanishes beyond $r_c$ and has the moment $M_L$, which is the principle of the compensation charges of the projector augmented-wave method.

## (d) The channel potential at all radii

*Find $V_L(r)$ for a density $q(r)Y_{LM}$ with bounded $q$ that vanishes beyond some finite radius, verify Poisson's equation, and state what happens for $r_{\rm in}<r<r_c$ and for $r<r_{\rm in}$.*

**Solution.** Remove the shell $|r'-r|<\epsilon$. By (1) with $L=0$ the angular integral of the kernel alone is $4\pi/r_>$, so the shell contributes at most $\sup|qY_{LM}|\int4\pi r'^2/r_>\,dr'$, which vanishes with $\epsilon$. Elsewhere (1) applies, with $r_<=r'$ inside and $r_<=r$ outside:
$$V_L(r)=\frac{4\pi}{2L+1}\Big[r^{-L-1}A(r)+r^LB(r)\Big],\quad A=\int_0^rr'^{L+2}q\,dr',\quad B=\int_r^\infty r'^{1-L}q\,dr' .\tag{6}$$
Let $c=4\pi/(2L+1)$ and let $q$ be continuous at $r$, so $A'=r^{L+2}q$ and $B'=-r^{1-L}q$. In the first derivative the terms $+rq$ and $-rq$ cancel:
$$V_L'=c\big[-(L+1)r^{-L-2}A+Lr^{L-1}B\big],$$
$$V_L''=c\big[(L+1)(L+2)r^{-L-3}A+L(L-1)r^{L-2}B-(L+1)q-Lq\big].$$
The Laplacian is $\partial_r^2+\frac2r\partial_r+\Lambda/r^2$ with $\Lambda$ acting on angles. Harmonicity of $r^LY_{LM}$ gives $L(L-1)+2L+\lambda=0$ for its eigenvalue, $\lambda=-L(L+1)$. In $V_L''+2V_L'/r-L(L+1)V_L/r^2$ the coefficient of $A$ is proportional to $(L+1)[(L+2)-2-L]=0$ and that of $B$ to $L[(L-1)+2-(L+1)]=0$. What remains is $-c(2L+1)q=-4\pi q$, which confirms sign and prefactor.

For $r_{\rm in}\le r<r_c$ the field point lies within the augmentation charge, yet the potential is unchanged: $A(r)=m_L+\int_{r_{\rm in}}^rr'^{L+2}Q^L dr'$ involves the interior only through $m_L$, and $B(r)$ does not involve it. The relevant radius is $r_{\rm in}$, not $r_c$. For $r\ge r_c$, $B=0$ and $V_L=cM_L/r^{L+1}$.

For $r<r_{\rm in}$,
$$\Delta V_L(r)=c\Big[r^{-L-1}\!\int_0^r\!r'^{L+2}\Delta\,dr'+r^L\!\int_r^{r_{\rm in}}\!r'^{1-L}\Delta\,dr'\Big].$$
If this vanished on an interval, Poisson's equation would give $\Delta=0$ there. Any real change of $Q^L$ changes the interior potential. At $r_{\rm in}$ both brackets vanish, so $\Delta V_L$ and $\Delta V_L'$ go to zero there, even when $\Delta$ jumps.

## (e) What is preserved and what is not

*With all moments conserved, examine (i) the interaction with outside charges and the overlap operator, (ii) the self-energy, (iii) the zero of potential in a crystal, (iv) a screened kernel.*

Replacing an augmentation function inside $r_{\rm in}$ leaves the potential outside $r_{\rm in}$ unchanged exactly when the moment $m_L$ of each channel is kept, while any real change of $Q^L$ alters the potential inside. It remains to answer the four questions of (e), and to construct a smooth replacement and test it on a model $3d$ orbital.

Numbers in the example were calculated in double precision.
